# Magnetochiral resistance of a Rashba gas below and above the band crossing, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: expanding the distribution

Anyone who computes the current-direction-dependent resistance of a two-dimensional Rashba gas in an in-plane magnetic field must decide how much to know about scattering. Is one constant relaxation time enough, or must its dependence on the electron's state be known? For a reliable number the dependence matters on both sides of the band crossing, but in different ways. Below the crossing a single constant time gives a finite coefficient and drops out of it, yet a time that varies with energy can change this coefficient severalfold or reverse its sign. Above the crossing the Boltzmann equation with a single constant time gives zero at zero temperature in second order in the electric field, so any signal remaining in that order is controlled by what this model leaves out.

### Model and bands

Electrons have charge $-e$ with $e>0$, effective mass $m$, and the Hamiltonian

$$H=\frac{\hbar^2k^2}{2m}+\alpha(k_x\sigma_y-k_y\sigma_x)+b\,\sigma_y,\qquad b=\tfrac12 g\mu_BB_y .$$

The electric field $E$ and the sheet current density $J$ (in A/m) point along $x$, and the magnetic field along $y$. Other field directions are treated below. The layer is taken as so thin that an in-plane field has no orbital effect. Take $\alpha>0$ first.

The Zeeman term can be absorbed into the spin-orbit term. With $q_x=k_x+b/\alpha$ and $q_y=k_y$, the spin-dependent part becomes $\alpha(q_x\sigma_y-q_y\sigma_x)$, whose eigenvalues are $s\alpha q$ with $s=\pm1$. The price is a change in the kinetic energy:

$$\frac{\hbar^2}{2m}\left[\left(q_x-\frac b\alpha\right)^2+q_y^2\right]
=\frac{\hbar^2q^2}{2m}-\frac{\hbar^2b}{m\alpha}q_x+\frac{\hbar^2b^2}{2m\alpha^2}.$$

Define the Rashba wave number and energy,

$$k_0=\frac{m|\alpha|}{\hbar^2},\qquad E_R=\frac{\hbar^2k_0^2}{2m}=\frac{m\alpha^2}{2\hbar^2}.$$

The last kinetic term is then $b^2/4E_R$, and the bands are

$$\varepsilon_s=\frac{\hbar^2q^2}{2m}+s\alpha q-\frac{\hbar^2b}{m\alpha}q_x+\frac{b^2}{4E_R}.\tag{1}$$

The magnetic field does not open a gap. It moves the crossing to a new wave vector, raises it by $b^2/4E_R$, and tilts both bands. Energies are measured from the crossing at zero field.

At $b=0$ completing the square gives

$$\varepsilon_s=\frac{\hbar^2(q+sk_0)^2}{2m}-E_R .$$

At chemical potential $\mu$ every Fermi contour therefore satisfies $|q+sk_0|=\kappa$, where

$$\kappa=\frac{mv}{\hbar},\qquad v=\sqrt{\frac{2(\mu+E_R)}m}.$$

The radial slope is $d\varepsilon_s/dq=\hbar^2(q+sk_0)/m$, which has magnitude $\hbar v$ on every contour. For $\mu>0$ there is one contour in each band, with radii $q_\pm=\kappa\mp k_0$. For $-E_R<\mu<0$ both contours belong to the lower band, with radii $k_0\pm\kappa$, and the filled states form a ring.

### Second-order Boltzmann expansion

Assume that each band relaxes to its equilibrium distribution $f_0$ with one constant time $\tau$. The electric force gives $\hbar\dot k_x=-eE$, so the stationary Boltzmann equation is

$$-\frac{eE}{\hbar}\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau}.$$

Hence

$$f=f_0+a\,\partial_xf,\qquad a=\frac{eE\tau}{\hbar}.\tag{2}$$

Here $\partial_x$ means $\partial/\partial k_x=\partial/\partial q_x$. Inserting the equation into itself gives $f=f_0+a\,\partial_xf_0+a^2\partial_x^2f_0+\dots$, which is useful when $a$ is small compared with the size of the Fermi contours.

The current density is

$$j=-e\sum_s\int\frac{d^2q}{4\pi^2}\,v_xf,\qquad v_x=\frac1\hbar\partial_x\varepsilon_s .$$

Write $j=\sigma_1E+\sigma_2E^2$. In first order $\partial_xf_0=\hbar v_xf_0'$, where the prime is a derivative with respect to energy, so

$$\sigma_1=e^2\tau\sum_s\int\frac{d^2q}{4\pi^2}\,v_x^2(-f_0').\tag{3}$$

In second order

$$\sigma_2=-\frac{e^3\tau^2}{\hbar^2}\sum_s\int\frac{d^2q}{4\pi^2}\,v_x\,\partial_x^2f_0 .$$

Two integrations by parts move both derivatives onto the velocity. The distribution vanishes at large $q$, but each band has a cone-shaped point at $q=0$, so a small circle of radius $r$ around it must be cut out and its boundary terms examined.

The first boundary term contains $v_x\partial_xf_0$, which is bounded, times a circumference proportional to $r$, and it vanishes as $r\to0$. The second contains $f_0\,\partial_xv_x$. The singular part of $\partial_xv_x$ is $s\alpha\sin^2\theta/(\hbar r)$, as shown below, so the factor $r$ cancels and the term is proportional to $\oint\sin^2\theta\cos\theta\,d\theta=0$. Corrections from the variation of $f_0$ over the circle vanish with $r$. Therefore

$$\sigma_2=-\frac{e^3\tau^2}{\hbar^3}\sum_s\int\frac{d^2q}{4\pi^2}\,f_0\,\partial_x^3\varepsilon_s,\tag{4}$$

with the angular integral near $q=0$ taken first.

### First order in the magnetic field

The parabolic, tilt and constant terms in (1) have no third derivative. What remains is $s\alpha\,\partial_x^3q$, and

$$\partial_xq=\frac{q_x}q,\qquad
\partial_x^2q=\frac1q-\frac{q_x^2}{q^3}=\frac{q_y^2}{q^3}=\frac{\sin^2\theta}{q},$$

$$\partial_x^3q=-\frac{3q_xq_y^2}{q^5}=-\frac{3\cos\theta\sin^2\theta}{q^2}.$$

At $b=0$ the distribution is isotropic and the angular integral in (4) vanishes. The tilt supplies the missing asymmetry. To first order in $b$,

$$f_0(\varepsilon_s)\simeq f_0(\varepsilon_s^{(0)})+(-f_0')\frac{\hbar^2b}{m\alpha}\,q\cos\theta ,$$

where $\varepsilon_s^{(0)}$ is the energy at $b=0$. The chemical potential at fixed density does not change in this order, because reversing both $b$ and $\mathbf q$ leaves (1) unchanged and the density is therefore even in $b$.

Insert both factors in (4). The two minus signs combine to a plus, the factor $\alpha$ cancels, and the powers of $q$ cancel as $q^{-2}\cdot q\cdot q\,dq=dq$:

$$\sigma_2=\frac{3e^3\tau^2b}{4\pi^2\hbar m}\left(\oint\cos^2\theta\sin^2\theta\,d\theta\right)\sum_ss\int_0^\infty dq\,(-f_0').$$

The angular integral is $\frac14\oint\sin^22\theta\,d\theta=\pi/4$, so

$$\sigma_2=\frac{3e^3\tau^2b}{16\pi\hbar m}\sum_ss\int_0^\infty dq\,(-f_0'(\varepsilon_s^{(0)})).\tag{5}$$

Both ingredients are needed: spin-orbit coupling gives the third derivative, and the magnetic tilt makes its average nonzero.

### Counting the contours

At $T=0$, $-f_0'=\delta(\varepsilon-\mu)$, and every contour contributes $s/(\hbar v)$ to the sum in (5).

Above the crossing the two contours have opposite $s$ and equal speed. Their contributions cancel, and $\sigma_2=0$. Below the crossing both contours have $s=-1$. The sum is $-2/(\hbar v)$, and

$$\sigma_2=-\frac{3e^3\tau^2b}{8\pi\hbar^2mv}\qquad(-E_R<\mu<0).\tag{6}$$

At finite temperature, use $\kappa'=|q+sk_0|$ as the integration variable. The upper band covers $\kappa'>k_0$ once. The lower band covers $\kappa'<k_0$ twice, from its inner and outer sides, and $\kappa'>k_0$ once. The parts with $\kappa'>k_0$ cancel, leaving

$$\sigma_2(T)=-\frac{3e^3\tau^2b}{8\pi\hbar m}\int_0^{k_0}d\kappa'\left[-f_0'\!\left(\frac{\hbar^2\kappa'^2}{2m}-E_R\right)\right].\tag{7}$$

Only energies below the crossing enter. If $\mu$ lies well above the crossing on the scale of $k_BT$, then $-f_0'\simeq e^{(\varepsilon-\mu)/k_BT}/k_BT$ in the integral, and the response is thermally activated with the factor $e^{-\mu/k_BT}$.

### From conductivity to resistance

In (3) at $b=0$, $v_x^2$ has the angular integral $\pi v^2$, and each contour contributes $q_F/(\hbar v)$ to the radial integral, where $q_F$ is its radius. Thus

$$\sigma_1=\frac{e^2\tau v}{4\pi\hbar}\sum_Fq_F .$$

The radii add up to $2\kappa$ above the crossing and to $2k_0$ below it, so

$$\sigma_1=\frac{e^2\tau}{2\pi m}\,\kappa\max(\kappa,k_0).\tag{8}$$

At finite temperature this expression is averaged over energy with weight $-f_0'$. The density below the crossing is the area of the ring divided by $4\pi^2$:

$$n=\frac{(k_0+\kappa)^2-(k_0-\kappa)^2}{4\pi}=\frac{k_0\kappa}{\pi}.$$

Now solve $J=\sigma_1E+\sigma_2E^2$ for $E$. The first approximation is $E=J/\sigma_1$, and inserting it in the quadratic term gives

$$E=\frac J{\sigma_1}-\frac{\sigma_2J^2}{\sigma_1^3}.$$

Division by $J$ yields

$$\rho=\rho_0(1+\gamma B_yJ),\qquad \gamma=-\frac{\sigma_2}{B_y\sigma_1^2}.\tag{9}$$

Below the crossing $\sigma_1=e^2\tau k_0v/(2\pi\hbar)$. With (6),

$$\gamma=\frac1{B_y}\,\frac{3e^3\tau^2b}{8\pi\hbar^2mv}\,\frac{4\pi^2\hbar^2}{e^4\tau^2k_0^2v^2}
=\frac{3\pi b}{2emk_0^2v^3B_y}.$$

Finally, $b/B_y=g\mu_B/2$ gives

$$\boxed{\gamma=\frac{3\pi g\mu_B}{4emk_0^2v^3}\quad(-E_R<\mu<0),\qquad\gamma=0\quad(\mu>0)}\tag{10}$$

at $T=0$, to first order in $B$. Since $v=\pi\hbar n/(mk_0)$ below the crossing, an equivalent form is

$$\gamma=\frac{3g\mu_Bm^2k_0}{4\pi^2e\hbar^3n^3}.$$

The relaxation time has cancelled because $\sigma_2$ and $\sigma_1^2$ both contain $\tau^2$. Towards the band bottom $\gamma$ grows as $v^{-3}$: one power comes from $\sigma_2$ and two from $\sigma_1^{-2}$. This growth ends where the expansion in $b$ or the semiclassical description fails.

### Signs and directions

For $\alpha<0$, transform $H$ with $\sigma_z$. This reverses $\sigma_x$ and $\sigma_y$, so the pair $(\alpha,b)$ is equivalent to $(-\alpha,-b)$. Since $\sigma_2$ is odd in $b$, it is also odd in $\alpha$, and the finite result in (10) acquires the factor $\operatorname{sgn}\alpha$.

A field component along $x$, with $b_x=g\mu_BB_x/2$, shifts $q_y$ to $k_y-b_x/\alpha$ and adds the tilt $+\hbar^2b_xq_y/(m\alpha)$. Its longitudinal effect contains $\oint\sin^3\theta\cos\theta\,d\theta=0$. The longitudinal resistance therefore senses $B_y=B\sin\varphi$, where $\varphi$ is the angle from current to field.

There is still a transverse current $j_y=\sigma_{yxx}E^2$. It contains the mixed derivative

$$\partial_y\partial_x^2q=\frac{2\sin\theta-3\sin^3\theta}{q^2}.$$

Multiplied by the factor $\sin\theta$ from the tilt, its angular integral is $2\pi-9\pi/4=-\pi/4$. The longitudinal counterpart is $-3\pi/4$, and the two tilts have opposite signs. Hence $\sigma_{yxx}$ for a field along $x$ is $-\frac13$ of $\sigma_2$ for an equal field along $y$.

## Second derivation: following electrons between collisions

The second route uses the bands (1), with $q_x=k_x+b/\alpha$, $k_0=m|\alpha|/\hbar^2$, $E_R=\hbar^2k_0^2/2m$ and $b=g\mu_BB_y/2$. As before, $\kappa=mv/\hbar$ with $v=\sqrt{2(\mu+E_R)/m}$, $a=eE\tau/\hbar$, and $j=\sigma_1E+\sigma_2E^2$. The relation $\gamma=-\sigma_2/(B_y\sigma_1^2)$ is also kept. The result to be recovered is (10). Again $\alpha>0$ and $\tau$ is constant, but now $T=0$ from the start and $b$ is not treated as small until the end.

### Displacing the filled states

An electron present now had its last collision between $t$ and $t+dt$ ago with probability $e^{-t/\tau}dt/\tau$. At that moment it was drawn from $f_0$, and since then its wave vector has changed by $-eEt/\hbar$ along $x$. With $u=t/\tau$,

$$f(\mathbf k)=\int_0^\infty du\,e^{-u}f_0(\mathbf k+ua\hat{\mathbf x}).$$

This solves (2): $a\,\partial_xf$ is the integral of $e^{-u}\,\partial_uf_0(\mathbf k+ua\hat{\mathbf x})$, and integration by parts gives $-f_0+f$.

Insert this distribution in the current and use the wave vector just after the last collision as the integration variable. At $T=0$ it runs over the filled region $\Omega_s$ of each band:

$$j=-\frac e{4\pi^2}\int_0^\infty du\,e^{-u}\,G(ua),\qquad
G(w)=\sum_s\int_{\Omega_s}d^2k\,v_x(\mathbf k-w\hat{\mathbf x}).$$

Equivalently, $G(w)$ is the integral of $v_x$ over the filled region displaced by $-w$. Only the edge of the region matters when $w$ changes. A boundary element $dl$ with outward normal component $n_x$ sweeps the signed area $-n_x\,dl\,dw$, so

$$G'(w)=-\sum\oint v_x(\mathbf k-w\hat{\mathbf x})\,n_x\,dl,\qquad
G''(0)=\sum\oint\partial_xv_x\,n_x\,dl .$$

The sums run over all Fermi contours. No derivative is taken at the cone point, so no boundary term arises there.

Expand $G(ua)=G(0)+uaG'(0)+\frac12u^2a^2G''(0)+\dots$. Since $\int_0^\infty e^{-u}u\,du=1$ and $\int_0^\infty e^{-u}u^2\,du=2$, and the equilibrium current proportional to $G(0)$ vanishes,

$$j=-\frac e{4\pi^2}\left[aG'(0)+a^2G''(0)\right].$$

The expansion requires $a$ to be small compared with the distance from any contour to the cone point. Electrons that drift that far have survived many collision times and carry an exponentially small weight.

For the linear term set $b=0$. The velocity on a contour points out of the filled region, because the energy rises in that direction, and has magnitude $v$. Thus $v_xn_x=v\cos^2\theta$, each contour gives $\pi vq_F$, and

$$\sigma_1=\frac{e^2\tau v}{4\pi\hbar}\sum_Fq_F,$$

in agreement with (8).

For the quadratic term, $n_x\,dl=dq_y$ on a contour traversed counterclockwise. With $\partial_xv_x=\partial_x^2\varepsilon_s/\hbar$ and $a^2=e^2\tau^2E^2/\hbar^2$,

$$\sigma_2=-\frac{e^3\tau^2}{4\pi^2\hbar^3}\sum\oint\partial_x^2\varepsilon_s\,dq_y.\tag{11}$$

The inner edge of a ring has its outward normal pointing towards the centre, so its integral, when taken counterclockwise, enters with a minus sign.

Equation (11) shows why a parabolic band alone gives nothing. Its inverse mass is constant, and $\oint dq_y=0$ on a closed contour.

The first derivation has given the constant-time coefficient (10), finite below the crossing and zero above it at $T=0$, and the second has reduced the second-order response to the contour integral (11). It remains to evaluate that integral on both sides of the crossing, to see how a varying scattering time changes the result, and to work through a numerical case.
